# Induced dipoles, Thole damping and polarisation catastrophe in tetrahedral MX4: verification in Python

```python
"""
Induced dipoles of polarisable halides in tetrahedral MX4.

Result under test: the dipoles mu solve (1/alpha - T) mu = E0, and this is an
energy minimum only if B = 1 - sqrt(alpha) T sqrt(alpha) has a positive lowest
eigenvalue. For the X4 cage the spectrum of T has a closed form, with or
without exponential Thole damping.

Symbols: R bond length, d X-X distance, alpha polarisability volume,
a Thole parameter (None = undamped), T dipole field tensor, E0 permanent field,
l3 and l5 damping factors, q charge of M (each X has -q/4).
Lengths in angstrom, charges in e, fields in e/angstrom^2 inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf

DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
EDGE = np.sqrt(8 / 3)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10     # eV angstrom / e^2
DEBYE = const.e * 1e-10 * const.c / 1e-21                    # debye per e angstrom
THOLE = 0.39
rng = np.random.default_rng(4)


def damping(y):
    l3 = -np.expm1(-y)
    return l3, l3 - y * np.exp(-y)


def pair_tensor(r, alpha_i, alpha_j, a):
    s = np.linalg.norm(r)
    l3, l5 = (1.0, 1.0) if a is None else damping(a * s**3 / np.sqrt(alpha_i * alpha_j))
    return (3 * l5 * np.outer(r, r) / s**2 - l3 * np.eye(3)) / s**3


def field_tensor(pos, alpha, a=None):
    n = len(pos)
    T = np.zeros((n, 3, n, 3))
    for i in range(n):
        for j in range(n):
            if i != j:
                T[i, :, j, :] = pair_tensor(pos[i] - pos[j], alpha[i], alpha[j], a)
    return T.reshape(3 * n, 3 * n)


def response(pos, alpha, a=None):
    root = np.sqrt(np.repeat(alpha, 3))
    return np.eye(len(root)) - root[:, None] * field_tensor(pos, alpha, a) * root


def lowest(pos, alpha, a=None):
    return np.linalg.eigvalsh(response(pos, alpha, a))[0]


def solve_dipoles(pos, alpha, field, a=None):
    root = np.sqrt(np.repeat(alpha, 3))
    return root * np.linalg.solve(response(pos, alpha, a), root * field)


def total_polarisability(pos, alpha, a=None):
    mu = solve_dipoles(pos, alpha, np.tile([0.0, 0.0, 1.0], len(pos)), a)
    return mu.reshape(-1, 3)[:, 2].sum()


def cage_formula(l3, l5):
    """Eigenvalues of d^3 T for A1, E, T1, and the two-by-two T2 block."""
    block = np.array([[-3*l3 + 1.5*l5, -4*l3/3 + 2*l5], [4.5*l5, l3]])
    return l3 - 6*l5, l3 - 1.5*l5, l3 + 1.5*l5, block


# --- Smeared charge: enclosed charge and field gradient from their definitions
alpha_test = 1.7
for r in (0.6, 1.4, 2.5):
    density = lambda s: (3 * THOLE / (4*np.pi*alpha_test)
                         * np.exp(-THOLE * s**3 / alpha_test))
    enclosed = quad(lambda s: 4*np.pi*s*s*density(s), 0, r)[0]
    assert abs(enclosed - damping(THOLE * r**3 / alpha_test)[0]) < 1e-9


def smeared_field(r):
    s = np.linalg.norm(r)
    charge = quad(lambda t: 3*THOLE/alpha_test*t*t*np.exp(-THOLE*t**3/alpha_test),
                  0, s, epsabs=1e-13)[0]
    return charge * r / s**3


point, step = np.array([0.7, -0.9, 1.1]), 1e-4
numeric = np.column_stack([-(smeared_field(point + step*e) - smeared_field(point - step*e))
                           / (2*step) for e in np.eye(3)])
assert np.allclose(numeric, pair_tensor(point, alpha_test, alpha_test, THOLE), atol=1e-6)

# --- Closed spectrum against diagonalisation; cage with d = 1
cage = DIRECTIONS / EDGE
for a in (None, THOLE, 0.8):
    for x in (0.05, 0.3, 2.0):
        l3, l5 = (1.0, 1.0) if a is None else damping(a / x)
        A1, E, T1, block = cage_formula(l3, l5)
        expected = np.sort([A1] + [E]*2 + [T1]*3 + list(np.linalg.eigvals(block).real)*3)
        assert np.allclose(expected, np.linalg.eigvalsh(field_tensor(cage, [x]*4, a)), atol=1e-9)
        p, s = x * np.linalg.solve(np.eye(2) - x*block, [1, 0])
        assert np.isclose(4*p + 4*s/3, total_polarisability(cage, [x]*4, a))
undamped_modes = np.linalg.eigvalsh(field_tensor(cage, [1]*4))
T2_high = (-1 + np.sqrt(73)) / 4
T2_low = (-1 - np.sqrt(73)) / 4
assert np.min(abs(undamped_modes - T2_high)) < 1e-10
assert np.min(abs(undamped_modes - T2_low)) < 1e-10
critical_cage = brentq(lambda x: lowest(cage, [x]*4), 0.1, 0.8)
assert abs(critical_cage - 0.4) < 1e-9


# --- Minimum or saddle: explicit site and pair energies
def energy(mu, x, field):
    m = mu.reshape(4, 3)
    value = (m*m).sum() / (2*x) - mu @ field
    for i in range(4):
        for j in range(i):
            r = cage[i] - cage[j]
            s = np.linalg.norm(r)
            value += m[i] @ m[j] / s**3 - 3*(m[i] @ r)*(m[j] @ r) / s**5
    return value


radial = DIRECTIONS.ravel()
stable = solve_dipoles(cage, [0.3]*4, radial)
base = energy(stable, 0.3, radial)
assert all(energy(stable + rng.normal(size=12), 0.3, radial) > base for _ in range(100))
rotation = np.cross([1.0, 0, 0], DIRECTIONS).ravel()
past = solve_dipoles(cage, [0.45]*4, radial)
drops = [energy(past + t*rotation, 0.45, radial) for t in (0, 10, 100)]
assert drops[0] > drops[1] > drops[2]
dark_lowest = lowest(cage, [0.45]*4)
dark_polarisability = total_polarisability(cage, [0.45]*4)
assert dark_lowest < 0 < dark_polarisability
assert past @ radial > 0 and abs(past @ rotation) < 1e-10
X, Y, Z = cage.T
octupole = np.column_stack([Y**2 - Z**2, 2*X*Y, -2*X*Z]).ravel()
assert np.linalg.norm(octupole) > 0.1
assert np.allclose(field_tensor(cage, [1]*4) @ octupole, 2.5*octupole)


# --- Plain and relaxed iteration, run step by step
def iterate(x, field, omega, steps):
    T, mu, exact = field_tensor(cage, [x]*4), np.zeros(12), solve_dipoles(cage, [x]*4, field)
    errors = []
    for _ in range(steps):
        mu = mu + omega * (x*(field + T @ mu) - mu)
        errors.append(np.linalg.norm(mu - exact))
    return errors


assert iterate(0.19, radial, 1, 300)[-1] < 1e-5
assert iterate(0.21, radial, 1, 300)[-1] > 1e3
spectrum = np.linalg.eigvalsh(response(cage, [0.3]*4))
omega_best = 2 / (spectrum[0] + spectrum[-1])
general_field = rng.normal(size=12)
assert spectrum[0] > 0 and iterate(0.3, general_field, 1, 100)[-1] > 1e3
assert iterate(0.3, general_field, omega_best, 200)[-1] < 1e-10
assert iterate(0.3, general_field, 1.05 * 2/spectrum[-1], 200)[-1] > 1e3

# --- Damped cage: lower bound for every polarisability
y_peak = brentq(lambda y: (2.5 + 2.5*y + 1.5*y*y)*np.exp(-y) - 2.5, 0.1, 3)
l3, l5 = damping(y_peak)
h_max = (l3 + 1.5*l5) / y_peak
damped_bound = 1 - THOLE*h_max
scan = [lowest(cage, [x]*4, THOLE) for x in np.geomspace(1e-3, 1e4, 1201)]
assert min(scan) >= damped_bound - 1e-10 and min(scan) - damped_bound < 1e-4
assert lowest(cage, [1.02/h_max/y_peak]*4, 1.02/h_max) < 0
assert lowest(cage, [0.98/h_max/y_peak]*4, 0.98/h_max) > 0


def radius(x, a):
    return np.max(abs(1 - np.linalg.eigvalsh(response(cage, [x]*4, a))))


assert abs(radius(1e5, THOLE) - 3*THOLE) < 1e-3
damped_iteration_limit = brentq(lambda x: radius(x, THOLE) - 1, 0.5, 50)

# --- SiCl4: finite-field Hartree-Fock polarisability
R = 2.02
d = EDGE * R
halides = R * DIRECTIONS
FIELD = 0.005


def hf_dipole(basis, field, guess=None):
    atoms = [["Si", (0, 0, 0)]] + [["Cl", tuple(p)] for p in halides]
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol).density_fit(auxbasis="def2-universal-jkfit")
    core = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")
            + field * mol.intor("int1e_r")[2])
    mf.get_hcore = lambda *args: core
    mf.conv_tol = 1e-10 if basis == "def2-svpd" else 1e-9
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf.dip_moment(unit="AU", verbose=0)[2], mf.make_rdm1()


mu_small, density_small = hf_dipole("def2-svpd", FIELD)
mu_double, _ = hf_dipole("def2-svpd", 2*FIELD, density_small)
mu_large, _ = hf_dipole("def2-tzvpd", FIELD)
pol_small, pol_large = mu_small/FIELD * BOHR**3, mu_large/FIELD * BOHR**3
basis_shift = 100 * (pol_large/pol_small - 1)
linearity = 100 * (mu_double/(2*mu_small) - 1)
assert abs(basis_shift) < 5 and abs(linearity) < 1
gamma = (mu_double - 2*mu_small) / FIELD**3

alpha = brentq(lambda v: total_polarisability(halides, [v]*4, THOLE) - pol_large, 0.5, 8)
alpha_undamped = brentq(lambda v: total_polarisability(halides, [v]*4) - pol_large, 0.5, 8)
four = [alpha] * 4
lam_bare, lam_damped = lowest(halides, four), lowest(halides, four, THOLE)
assert lam_bare > 0 and lam_damped > 0

# --- Permanent field by explicit charge sum, then dipoles
q = 1.0
l3, l5 = damping(THOLE * d**3 / alpha)
permanent = np.zeros((4, 3))
for i in range(4):
    permanent[i] = q * halides[i] / R**3
    for j in range(4):
        if i != j:
            r = halides[i] - halides[j]
            permanent[i] -= q/4 * l3 * r / np.linalg.norm(r)**3
E_radial = q/R**2 - l3 * 0.75*q*np.sqrt(2/3) / d**2
assert np.allclose(permanent, E_radial*DIRECTIONS)
mu = solve_dipoles(halides, four, permanent.ravel(), THOLE)
mu_radial = alpha*E_radial / (1 + (6*l5 - l3)*alpha/d**3)
assert np.allclose(mu, mu_radial*radial)
mu_isolated = alpha * E_radial
mu_bare = solve_dipoles(halides, four, permanent.ravel()) @ radial / 4
induction = -0.5 * COULOMB * mu @ permanent.ravel()
example_radius = radius(alpha/d**3, THOLE)

# --- Polarisable metal: threshold, failure and cure
five_sites = np.vstack([np.zeros(3), halides])
block = cage_formula(1, 1)[3]
p, s = np.linalg.solve(np.eye(2)/alpha - block/d**3, np.array([-1, 3])/R**3)
metal_critical = 3*R**3 / (8*s)
metal_root = brentq(lambda m: lowest(five_sites, [m] + four), 0.1, 20)
assert abs(metal_root/metal_critical - 1) < 1e-8
metal_atom = 5.5
bad = lowest(five_sites, [metal_atom] + four)
cured = lowest(five_sites, [metal_atom] + four, THOLE)
assert bad < 0 < cured
bad_pol = total_polarisability(five_sites, [metal_atom] + four)
cured_pol = total_polarisability(five_sites, [metal_atom] + four, THOLE)
assert np.isfinite(bad_pol)

# --- Sizes of neglected effects
metal_small = 0.5
lam_metal = lowest(five_sites, [metal_small] + four, THOLE)
pol_metal = total_polarisability(five_sites, [metal_small] + four, THOLE)
along, across = 1.3, 0.85
root = np.zeros((12, 12))
for i, n in enumerate(DIRECTIONS):
    nn = np.outer(n, n)
    root[3*i:3*i+3, 3*i:3*i+3] = np.sqrt(alpha) * (np.sqrt(along)*nn
                                                 + np.sqrt(across)*(np.eye(3) - nn))
B_aniso = np.eye(12) - root @ field_tensor(halides, four, THOLE) @ root
lam_aniso = np.linalg.eigvalsh(B_aniso)[0]
mu_aniso = root @ np.linalg.solve(B_aniso, root @ permanent.ravel()) @ radial / 4
lam_more = lowest(halides, [1.1*alpha]*4, THOLE)
squeeze = 0.05
lam_squeezed = lowest((R - squeeze)*DIRECTIONS, four, THOLE)
contact = 3.5
half = R / np.sqrt(3)
shift = 2*half + np.sqrt(contact**2 - 4*half**2)
pair = np.vstack([halides, halides + [0, 0, shift]])
distances = np.linalg.norm(pair[:4, None] - pair[None, 4:], axis=2)
assert abs(distances.min() - contact) < 1e-10
lam_pair = lowest(pair, [alpha]*8, THOLE)
local_field = mu_radial / alpha
nonlinear = 100 * (gamma/4) * (local_field*BOHR**2)**2 / (6*alpha/BOHR**3)

print(f"Undamped d^3 T, A1 mode: {undamped_modes[0]:.4f}")
print(f"Undamped d^3 T, T1 mode: {undamped_modes[-1]:.4f}")
print(f"Undamped d^3 T, T2 modes: {T2_low:.4f}, {T2_high:.4f}")
print(f"Critical alpha/d^3, undamped cage: {critical_cage:.4f}")
print(f"At alpha/d^3 = 0.45: lambda_min = {dark_lowest:.4f}")
print(f"At alpha/d^3 = 0.45: molecular alpha/d^3 = {dark_polarisability:.4f}")
print(f"At alpha/d^3 = 0.30: lambda_min, lambda_max = {spectrum[0]:.4f}, {spectrum[-1]:.4f}")
print(f"At alpha/d^3 = 0.30: best relaxation omega = {omega_best:.4f}")
print(f"Thole parameter a: {THOLE:.2f}")
print(f"Damped cage: y at maximum, h_max = {y_peak:.4f}, {h_max:.4f}")
print(f"Damped cage: lower bound of lambda_min = {damped_bound:.4f}")
print(f"Largest a with guaranteed stability: {1/h_max:.4f}")
print(f"Damped plain iteration fails above alpha/d^3 = {damped_iteration_limit:.3f}")
print(f"SiCl4 bond length R (chosen): {R:.2f} angstrom")
print(f"SiCl4 Cl-Cl distance d: {d:.4f} angstrom")
print(f"Applied field in Hartree-Fock: {FIELD:.3f} atomic units")
print(f"HF/def2-SVPD polarisability: {pol_small:.3f} angstrom^3")
print(f"HF/def2-TZVPD polarisability: {pol_large:.3f} angstrom^3")
print(f"Basis shift SVPD to TZVPD: {basis_shift:.2f} %")
print(f"Change of mu/F on doubling F: {linearity:.3f} %")
print(f"Effective Cl alpha, damped fit: {alpha:.4f} angstrom^3")
print(f"Effective Cl alpha, undamped fit: {alpha_undamped:.4f} angstrom^3")
print(f"alpha/d^3 for damped fit: {alpha/d**3:.5f}")
print(f"Cl-Cl damping factors l3, l5: {l3:.5f}, {l5:.5f}")
print(f"lambda_min undamped, damped: {lam_bare:.4f}, {lam_damped:.4f}")
print(f"Plain iteration spectral radius, damped: {example_radius:.4f}")
print(f"Metal charge q (chosen): {q:.2f} e")
print(f"Permanent radial field at Cl: {E_radial*COULOMB*100:.1f} MV/cm")
print(f"Self-consistent radial field at Cl: {local_field*COULOMB*100:.1f} MV/cm")
print(f"Cl dipole without mutual coupling: {mu_isolated*DEBYE:.4f} D")
print(f"Cl dipole, self-consistent damped: {mu_radial*DEBYE:.4f} D")
print(f"Cl dipole, undamped T, same E0: {mu_bare*DEBYE:.4f} D")
print(f"Induction energy per molecule: {induction:.4f} eV")
print(f"Critical Si polarisability, undamped: {metal_critical:.4f} angstrom^3")
print(f"Trial atom-sized Si polarisability: {metal_atom:.1f} angstrom^3")
print(f"Trial Si: lambda_min undamped, damped = {bad:.4f}, {cured:.4f}")
print(f"Trial Si: undamped molecular polarisability = {bad_pol:.3f} angstrom^3")
print(f"Trial Si: damped molecular polarisability = {cured_pol:.3f} angstrom^3")
print(f"Small Si polarisability for sizing: {metal_small:.1f} angstrom^3")
print(f"Small Si: damped lambda_min = {lam_metal:.4f}")
print(f"Small Si: molecular polarisability = {pol_metal:.3f} angstrom^3")
print(f"Anisotropy factors along, across bond: {along:.2f}, {across:.2f}")
print(f"Anisotropic Cl: lambda_min = {lam_aniso:.4f}")
print(f"Anisotropic Cl: radial dipole = {mu_aniso*DEBYE:.4f} D")
print(f"Cl alpha raised by 10 %: lambda_min = {lam_more:.4f}")
print(f"Bond shortened by {squeeze:.2f} angstrom: lambda_min = {lam_squeezed:.4f}")
print(f"Neighbour with Cl-Cl contact {contact:.1f} angstrom: lambda_min = {lam_pair:.4f}")
print(f"HF/def2-SVPD gamma_zzzz: {gamma:.0f} atomic units")
print(f"Rough nonlinear correction to Cl dipole: {nonlinear:.2f} %")
print("success")
```

Running it gives:

```
Undamped d^3 T, A1 mode: -5.0000
Undamped d^3 T, T1 mode: 2.5000
Undamped d^3 T, T2 modes: -2.3860, 1.8860
Critical alpha/d^3, undamped cage: 0.4000
At alpha/d^3 = 0.45: lambda_min = -0.1250
At alpha/d^3 = 0.45: molecular alpha/d^3 = 7.0279
At alpha/d^3 = 0.30: lambda_min, lambda_max = 0.2500, 2.5000
At alpha/d^3 = 0.30: best relaxation omega = 0.7273
Thole parameter a: 0.39
Damped cage: y at maximum, h_max = 0.5236, 1.0576
Damped cage: lower bound of lambda_min = 0.5875
Largest a with guaranteed stability: 0.9455
Damped plain iteration fails above alpha/d^3 = 2.442
SiCl4 bond length R (chosen): 2.02 angstrom
SiCl4 Cl-Cl distance d: 3.2986 angstrom
Applied field in Hartree-Fock: 0.005 atomic units
HF/def2-SVPD polarisability: 10.383 angstrom^3
HF/def2-TZVPD polarisability: 10.580 angstrom^3
Basis shift SVPD to TZVPD: 1.89 %
Change of mu/F on doubling F: 0.115 %
Effective Cl alpha, damped fit: 2.6022 angstrom^3
Effective Cl alpha, undamped fit: 2.5853 angstrom^3
alpha/d^3 for damped fit: 0.07250
Cl-Cl damping factors l3, l5: 0.99539, 0.97059
lambda_min undamped, damped: 0.8188, 0.8223
Plain iteration spectral radius, damped: 0.3500
Metal charge q (chosen): 1.00 e
Permanent radial field at Cl: 272.2 MV/cm
Self-consistent radial field at Cl: 201.6 MV/cm
Cl dipole without mutual coupling: 2.3630 D
Cl dipole, self-consistent damped: 1.7503 D
Cl dipole, undamped T, same E0: 1.7343 D
Induction energy per molecule: -1.9840 eV
Critical Si polarisability, undamped: 3.3046 angstrom^3
Trial atom-sized Si polarisability: 5.5 angstrom^3
Trial Si: lambda_min undamped, damped = -0.2893, 0.6403
Trial Si: undamped molecular polarisability = -2.727 angstrom^3
Trial Si: damped molecular polarisability = 12.846 angstrom^3
Small Si polarisability for sizing: 0.5 angstrom^3
Small Si: damped lambda_min = 0.6970
Small Si: molecular polarisability = 11.113 angstrom^3
Anisotropy factors along, across bond: 1.30, 0.85
Anisotropic Cl: lambda_min = 0.8336
Anisotropic Cl: radial dipole = 2.1112 D
Cl alpha raised by 10 %: lambda_min = 0.8065
Bond shortened by 0.05 angstrom: lambda_min = 0.8099
Neighbour with Cl-Cl contact 3.5 angstrom: lambda_min = 0.7690
HF/def2-SVPD gamma_zzzz: 6431 atomic units
Rough nonlinear correction to Cl dipole: 2.35 %
success
```
